Radical loss probability from film deposited in a slit cavity

**The question**

A cavity probe is placed in a low-pressure plasma that deposits a film. It consists of two flat parallel plates a distance h apart, much wider than h. Neutral radicals enter through a long, narrow slit in the upper plate. The cavity contains no plasma, so the film inside grows from what comes through the slit.

When a radical strikes a wall, three things can happen. It sticks and adds to the film, with probability s. It recombines at the surface and leaves as a stable molecule that takes no further part, with probability β − s. Otherwise it is re-emitted as a radical, with probability a = 1 − β. The loss probability β thus counts both sticking and recombination. Unless a part says otherwise, there is one radical species, both plates have the same constant β and s, and radicals fly freely between the plates.

After the exposure, the film on each plate is integrated over the whole plate. The upper total is 0.6 of the lower total: R = D_up/D_low = 0.6.

**(a) Neglect escape through the slit and past the plate edges. Find β.**

*Answer.* A radical coming through the slit moves downwards, so its first impact is on the lower plate. If it survives, it leaves upwards. A straight flight from one flat plate cannot return to that plate, so with escape neglected it ends on the other. The impacts therefore alternate: lower, upper, lower, and so on.

A radical survives each impact with probability a. Per entering radical, the expected number of impacts on the lower plate is

H_low = 1 + a² + a⁴ + … = 1/(1 − a²),

because two survivals separate successive lower impacts. The upper impacts are the second, fourth and so on:

H_up = a + a³ + a⁵ + … = a/(1 − a²).

Both series converge for β > 0. Each impact adds film with the same probability s, so D_low is proportional to sH_low and D_up to sH_up, with the same constant. Hence

R = H_up/H_low = a = 1 − β,

β = 1 − R = 1 − 0.6 = 0.4.

The numbers of impacts are H_low = 1/(1 − 0.36) = 1.5625 and H_up = 0.6 × 1.5625 = 0.9375. The fractions of radicals lost on the two plates are 0.4 × 1.5625 = 0.625 and 0.4 × 0.9375 = 0.375. They add to one, as they must when nothing escapes.

The limits are sensible. If every radical is lost at its first impact, β = 1 and the upper plate stays bare. If β is very small, a radical makes many impacts, shared almost equally, and R approaches 1.

**(b) What does the measurement say about s? Does the angular distribution of re-emission matter? What changes if the two plates have different surfaces?**

*Answer.* The sticking probability cancels from R, so the ratio gives β but not its division into sticking and recombination. To find s, one also needs the absolute amount of film, the amount that each stuck radical adds, and the number of radicals that entered.

The angular distribution does not enter part (a). The argument there used only the fact that a flight from one plate ends on the other. Angles decide where the radical lands, not on which plate. This freedom is lost when escape or gas collisions matter.

For unlike plates, every upper impact still follows a survival on the lower plate, so H_up = (1 − β_low)H_low. The film totals carry their own sticking probabilities:

R = (s_up/s_low)(1 − β_low).

The upper loss probability β_up changes both H_up and H_low by the same factor and drops out; s_up does not. Take β_low = 0.4, β_up = 0.8, s_low = 0.3 and s_up = 0.2. Then R = (0.2/0.3) × 0.6 = 0.4. Reading this with the formula for equal plates would give a loss probability of 0.6, which belongs to neither plate.

**(c) Suppose several species enter. What does 1 − R then measure? Consider radicals with β = 0.9 and β = 0.05, and separately ions that supply 5 % of the lower film.**

*Answer.* Let D_i be the amount of film that species i leaves on the lower plate. Part (a) applies to each species separately, so it leaves (1 − β_i)D_i on the upper plate. With g_i = D_i/ΣD_j, its share of the lower film,

R = Σ(1 − β_i)D_i/ΣD_i = 1 − Σg_iβ_i.

Thus 1 − R is the mean loss probability weighted by shares of the lower film. These differ from the shares f_i of the entering flux. Since 1 − a_i² = 1 − (1 − β_i)² = β_i(2 − β_i), part (a) gives

D_i ∝ f_i s_i/[β_i(2 − β_i)],

if each stuck radical adds the same amount of film. When all loss is sticking, s_i = β_i, and this becomes D_i ∝ f_i/(2 − β_i). Therefore f_i ∝ g_i(2 − β_i).

For the two radicals, an apparent value of 0.4 requires

0.9g₁ + 0.05(1 − g₁) = 0.4, so g₁ = 0.35/0.85 = 0.412 and g₂ = 0.588.

The entering shares are proportional to 0.412 × 1.10 = 0.453 and 0.588 × 1.95 = 1.147. After division by their sum they are 0.283 and 0.717. The mean loss probability of the entering radicals is 0.283 × 0.9 + 0.717 × 0.05 = 0.29, not 0.40. One ratio therefore cannot show that there is a single species with β = 0.4.

An ion that is deposited at its first impact counts as a species with β = 1. If such ions make up 5 % of the lower film and one radical species makes up the rest, then

0.4 = 0.05 × 1 + 0.95β, so β = 0.35/0.95 = 0.37.

The 5 % is an assumed share, chosen to show the size of the effect.

**(d) Now allow escape. Take h = 1 mm, slit width b = 0.05 mm and plate half-width L = 10 mm. Assume that radicals enter and are re-emitted with a cosine law. How far does escape move β?**

*Answer.* Let e be the fraction of radicals re-emitted by the lower plate that miss the upper one, through the slit or past an edge. Every upper impact comes from a radical that survived on the lower plate and did not miss:

H_up = (1 − β)(1 − e)H_low,

R = (1 − β)(1 − e).

Escape after an impact on the upper plate has no separate factor here, although it affects e slightly by changing where the lower impacts occur. Since 1 − R = β + e(1 − β), neglecting escape gives too large a β. The neglect is safe when e(1 − β) is much smaller than β, a demanding condition for radicals of low loss probability.

To find e we need the landing distribution. The cosine law gives a probability cosθ/π per unit solid angle. An area element on the other plate, displaced by x across the slit and y along it, lies at distance r = √(h² + x² + y²) and subtends cosθ/r² per unit area, with cosθ = h/r. The landing probability per unit area is therefore h²/(πr⁴). The slit and plates are long in y, so we integrate over y, using ∫dy/(A² + y²)² = π/(2A³) over all y with A² = h² + x²:

K(x) = h²/[2(h² + x²)^(3/2)].

The integral of K over all x is one. Let l(x) and u(x) be the impacts per unit x on the lower and upper plates, per entering radical, and let S(x) be the average of K(x − x′) over starting points x′ in the slit. Then

l(x) = S(x) + (1 − β)∫K(x − x′)u(x′)dx′,

u(x) = (1 − β)∫K(x − x′)l(x′)dx′.

The first integral runs over the solid part of the upper plate, the second over the lower plate, and u is defined on the solid part alone. Dividing the plates into narrow strips turns these into linear equations. Their numerical solution for β = 0.4 gives e = 0.0193, and hence R = 0.6 × 0.9807 = 0.588. Keeping R = 0.6 and solving for β instead gives

β = 1 − 0.6/(1 − e) = 0.388.

Escape thus lowers the inferred value by 0.012, or 3 % of 0.4.

Two estimates show what "narrow" and "wide" mean. For a narrow slit, a radical surviving its first impact returns through the slit with probability b∫K²dx = 3πb/(32h), so we need b ≪ h. A radical re-emitted at the centre of the lower plate passes an edge with probability 1 − L/√(L² + h²) ≈ h²/(2L²), so we also need h ≪ L. Radicals that have wandered towards an edge escape more easily.

**(e) In the same cavity, is it enough to compare the film thicknesses close to the slit?**

*Answer.* No. For β = 0.4, the solution of part (d) gives a ratio of mean thicknesses, upper to lower, of 0.386 within 0.25 mm of the slit centre, with the slit opening left out of the upper average. The ratio of the plate totals is 0.588. Inserting the local ratio in β = 1 − R would give 0.61.

The cause is the broadening of the profile at each flight. For a very narrow slit and wide plates, the first impacts have density K(0) = 1/(2h) directly below the slit. The second impacts, on the upper plate, have made two flights, and their density beside the slit is (1 − β)∫K²dx = (1 − β)3π/(32h). Their ratio is

(1 − β)(3π/32h)/(1/2h) = (3π/16)(1 − β).

The factor 3π/16 is less than one: the second impacts are spread more widely than the first. Later impacts alter the value but are less concentrated. Integration over the whole plate removes this effect, which is why the question specifies totals.

**(f) Let the gas be C₂H₄ at 300 K, with a rough hard-sphere diameter d = 0.42 nm. Neglect escape again. How do gas collisions alter β at 0.001 Torr and at 0.01 Torr?**

*Answer.* A collision can send a radical back to the plate it has just left, so the impacts no longer alternate. Let q be the probability that a radical starting from one plate with a cosine law next strikes that same plate. By symmetry q is the same for both plates.

The number of starts from the upper plate is X = 1 + au, where the 1 is the entry and u now denotes the total number of upper impacts. The number of starts from the lower plate is al, where l is the total number of lower impacts. Hence

l = (1 − q)X + qal,

u = qX + (1 − q)al.

The first equation gives X = l(1 − aq)/(1 − q). Inserting this in the second,

R = u/l = [q(1 − aq) + a(1 − q)²]/(1 − q).

In the numerator the terms −aq² and +aq² cancel, leaving q + a(1 − 2q). With a = 1 − β this is 1 − q − β(1 − 2q), so

R = 1 − β(1 − 2q)/(1 − q),

β = (1 − R)(1 − q)/(1 − 2q).

For q = 0 we recover part (a). For 0 < q < 1/2 the collisions feed the upper plate at the expense of the lower, and neglecting them gives too small a β. At q = 1/2 the ratio is 1 for every β, and the method carries no information.

The value of q depends on h/λ, where λ is the mean free path. For partners of equal mass,

λ = k_BT/(√2πd²p).

This gives λ = 39.6 mm at 0.001 Torr and 3.96 mm at 0.01 Torr, so h/λ = 0.0252 and 0.252.

For the scattering we take one speed and isotropic directions after each collision. Let t be the distance from the starting plate in mean free paths, τ = h/λ, and μ the cosine of the angle to the normal. A cosine-law start has the distribution 2μdμ, and the probability of a first collision per unit t is e^(−t/μ)/μ. With Eₙ(t) = ∫μ^(n−2)e^(−t/μ)dμ, taken from μ = 0 to 1, the first collisions have density 2E₂(t). After an isotropic collision, half the radicals go each way and μ is uniform, so the density C(t) of all collisions obeys

C(t) = 2E₂(t) + ½∫E₁(|t − t′|)C(t′)dt′,

q = ½∫E₂(t)C(t)dt,

with both integrals from 0 to τ. For small τ we may set E₂ = 1 and keep first collisions, which gives q ≈ τ. Numerical solution gives q = 0.0238 at the lower pressure, close to this estimate, and q = 0.181 at the higher. With R = 0.6,

0.001 Torr: β = 0.4 × 0.9762/0.9524 = 0.410,

0.01 Torr: β = 0.4 × 0.819/0.638 = 0.51.

At the lower pressure the correction is small. At the higher, this model makes it more than a quarter of the uncorrected value, although λ is still about four times the gap. These are estimates of size, not precise corrections, because isotropic scattering overstates the return. Hard spheres of equal mass with thermal speeds keep part of their forward motion on collision. Following them instead gives q ≈ 0.13 and β ≈ 0.47 at 0.01 Torr, and changes β by only about 0.003 at 0.001 Torr.

**(g) Combine the results at 0.001 Torr, include an independent 2 % error in each film total, and judge the value for a real cavity.**

*Answer.* Both corrections are small, so to leading order they add:

β ≈ 0.400 − 0.012 + 0.010 = 0.398.

A simulation that followed individual radicals, with escape and collisions both present and this β, gave R = 0.6016 with a standard error of 0.0013, consistent with 0.6 at that accuracy. The near cancellation belongs to this geometry, pressure and scattering model; it is not a general rule. With the hard spheres of part (f) the gas correction is about 0.007, and the sum is about 0.395. Adding the corrections leaves out a cross term that lowers β by about 0.001: treated together, escape and collisions give β ≈ 0.397 for isotropic scattering and β ≈ 0.394 for hard spheres.

Relative errors of 2 % in the two totals combine to √2 × 2 % in R. Since β = 1 − R in the ideal case, the error in β has the same magnitude as that in R:

δβ = 0.6 × √2 × 0.02 = 0.017.

Under the stated assumptions the result is therefore β = 0.40 ± 0.02, where the uncertainty covers the film totals alone.

The dimensions and gas conditions are rough values for a cavity probe in a low-pressure hydrocarbon plasma. A pressure of 0.001 Torr is low for plasma deposition; many reactors run at 0.01 Torr or above. At 0.01 Torr this 1 mm gap already needs the large correction of part (f). In the isotropic scattering model of part (f), q reaches 1/2 near 0.05 Torr, where the ratio carries no information; for hard spheres this happens between 0.05 and 0.1 Torr. At still higher pressures q exceeds 1/2 and the upper plate collects more film than the lower. A smaller gap is needed well before that point. A value of 0.4 lies within the broad range for hydrocarbon radicals, which runs roughly from below 0.1 to near 1. The assumption of a single species is open to doubt in a C₂H₄ plasma, because such a plasma produces several radicals. In the mixture of part (c), the mean over the entering radicals was 0.29 while the ratio indicated 0.40. Erosion of the film by atomic hydrogen, and any change of β with local flux or film composition, are also left out and have not been sized here. The value 0.4 is thus best reported as an effective loss probability unless other evidence identifies the radical.
